# Excitation Energies and the Superradiant Transition of the Dicke Model: test program

```python
"""Dicke model, hbar = 1, energies in eV:
  H = w a'a + w0 Jz + (lam/sqrt(N)) (a + a') (J+ + J-),  j = N/2.
Result under test: for N -> infinity the superradiant transition lies at
lam_c = sqrt(w w0)/2, and with mu = lam_c^2/lam^2 the excitations obey
  normal:       2 e^2 = w^2 + w0^2 -/+ sqrt((w0^2-w^2)^2 + 16 lam^2 w w0)
  superradiant: 2 e^2 = w^2 + w0^2/mu^2
                        -/+ sqrt((w0^2/mu^2-w^2)^2 + 4 w^2 w0^2).
w: mode energy, w0: molecular energy, lam: collective coupling,
N: number of molecules, D: strength of an optional D (a + a')^2 term.
The formulas are compared with diagonalization at finite N.
"""
import numpy as np
import scipy.sparse as sp
import sympy as sy
from scipy.optimize import brentq
from scipy.sparse.linalg import eigsh

w, w0 = 1.6, 0.9
lam_c = np.sqrt(w * w0) / 2


def mu_of(lam):
    return min(1.0, (lam_c / lam) ** 2)


def mean_energy(lam):
    """Leading ground-state energy per molecule."""
    mu = mu_of(lam)
    return -w0 / 4 * (mu + 1 / mu)


def excitations(lam):
    """Closed formulas for the lower and upper excitation energy."""
    if lam < lam_c:
        total = w**2 + w0**2
        root = np.sqrt((w0**2 - w**2) ** 2 + 16 * lam**2 * w * w0)
    else:
        m = w0 / mu_of(lam)
        total = w**2 + m**2
        root = np.sqrt((m**2 - w**2) ** 2 + 4 * w**2 * w0**2)
    return np.sqrt(np.array([total - root, total + root]) / 2)


def diagonalize(N, lam, n_ph, n_sp, k=1, well=False, parity=None, D=0.0):
    """Lowest k states of the Dicke Hamiltonian with exact spin elements.

    well=True only changes the basis: photons displaced and spin rotated
    to one classical minimum, so that few basis states are needed.
    parity=0 or 1 keeps one parity sector of the undisplaced basis.
    """
    cos_t = mu_of(lam) if well else 1.0
    sin_t = np.sqrt(1 - cos_t**2)
    shift = np.sqrt(N) * lam * sin_t / w
    x = sp.diags([np.sqrt(np.arange(1, n_ph))] * 2, [1, -1])
    number = sp.diags(np.arange(n_ph, dtype=float))
    m = np.arange(n_sp - 1)
    ladder = np.sqrt((m + 1.0) * (N - m))
    jx_rot = sp.diags([ladder / 2] * 2, [1, -1])
    jz_rot = sp.diags(np.arange(n_sp) - N / 2)
    jz = cos_t * jz_rot - sin_t * jx_rot
    jx = cos_t * jx_rot + sin_t * jz_rot
    one_ph, one_sp = sp.identity(n_ph), sp.identity(n_sp)
    field = x + 2 * shift * one_ph
    photons = number + shift * x + shift**2 * one_ph
    H = (sp.kron(w * photons + D * (field @ field), one_sp)
         + w0 * sp.kron(one_ph, jz)
         + 2 * lam / np.sqrt(N) * sp.kron(field, jx)).tocsr()
    ops = [sp.kron(x, one_sp).tocsr(), sp.kron(photons, one_sp).tocsr(),
           sp.kron(one_ph, jz).tocsr()]
    if parity is not None:
        quanta = np.add.outer(np.arange(n_ph), np.arange(n_sp)).ravel()
        keep = np.flatnonzero(quanta % 2 == parity)
        H = H[keep][:, keep]
        ops = [op[keep][:, keep] for op in ops]
    base = -w0 / 2 if D else mean_energy(lam)
    start = np.random.default_rng(0).normal(size=H.shape[0])
    E, V = eigsh(H.tocsc(), k=k, sigma=N * base - 1.0, v0=start)
    order = np.argsort(E)
    return E[order], V[:, order], ops


def extrapolate(sizes, values):
    """Constant term of a quadratic polynomial in 1/N through three sizes."""
    powers = np.vander(1 / np.array(sizes, float), 3, increasing=True)
    return np.linalg.solve(powers, np.array(values))[0]


def large_n_limit(lam, D=0.0):
    """Order-one ground energy and the two one-quantum energies."""
    sizes, rows = [200, 400, 800], []
    base = -w0 / 2 if D else mean_energy(lam)
    for N in sizes:
        E, V, ops = diagonalize(N, lam, 32, 32, k=8, well=not D, D=D)
        # one-quantum states carry the order-one field matrix elements
        strength = (V.T @ (ops[0] @ V[:, 0])) ** 2
        strength[0] = 0
        chosen = np.sort(np.argsort(strength)[-2:])
        rows.append([E[0] - N * base, *(E[chosen] - E[0])])
    return extrapolate(sizes, rows)


print(f"mode energy w = {w:.3f} eV, molecular energy w0 = {w0:.3f} eV")
print(f"critical coupling from formula = {lam_c:.4f} eV")

# Excitation energies and order-one ground energy in both phases
print("lam, lower, upper [formula]; lower, upper [diagonalization], eV:")
for lam in (0.30, 0.45, 0.90, 1.20):
    formula = excitations(lam)
    zero_point = (formula.sum() - w - w0 / mu_of(lam)) / 2
    numeric = large_n_limit(lam)
    assert np.allclose(numeric[1:], formula, atol=1e-3)
    assert abs(numeric[0] - zero_point) < 1e-3
    print(f"  {lam:.2f}  {formula[0]:.4f} {formula[1]:.4f}"
          f"  {numeric[1]:.4f} {numeric[2]:.4f}")
    print(f"    order-one ground energy: formula {zero_point:.4f},"
          f" diagonalization {numeric[0]:.4f} eV")

# Stationary point and quadratic coefficients from the classical energy
X, P, Q, R, L = sy.symbols("X P Q R L", real=True)
energy = (w * (X**2 + P**2) / 2 + w0 * ((Q**2 + R**2) / 2 - sy.Rational(1, 2))
          + 2 * L * X * Q * sy.sqrt(1 - (Q**2 + R**2) / 2))
variables = (X, P, Q, R)
gradient = sy.lambdify((*variables, L), [sy.diff(energy, v) for v in variables])
hessian = sy.lambdify((*variables, L), sy.hessian(energy, variables))
value = sy.lambdify((*variables, L), energy)
for lam in (0.30, 0.90):
    mu = mu_of(lam)
    alpha = lam / w * np.sqrt(1 - mu**2)
    beta = np.sqrt((1 - mu) / 2)
    w_d = w0 * (1 + mu) / (2 * mu)
    kappa = w0 * (1 - mu) * (3 + mu) / (8 * mu * (1 + mu))
    g = lam * mu * np.sqrt(2 / (1 + mu))
    point = (np.sqrt(2) * alpha, 0.0, -np.sqrt(2) * beta, 0.0, lam)
    expected = np.diag([w, w, w_d + 4 * kappa, w_d])
    expected[0, 2] = expected[2, 0] = 2 * g
    assert np.allclose(gradient(*point), 0, atol=1e-12)
    assert np.allclose(np.array(hessian(*point), float), expected, atol=1e-11)
    assert abs(value(*point) - mean_energy(lam)) < 1e-12
print(f"at lam = {lam:.2f} eV: mu = {mu:.4f}, alpha = {alpha:.4f},"
      f" beta = {beta:.4f}")
print(f"  w_tilde = {w_d:.4f}, kappa = {kappa:.4f}, g = {g:.4f} eV")
print(f"  mean-field energy per molecule = {mean_energy(lam):.4f} eV")
print(f"  normal-state energy per molecule = {-w0 / 2:.4f} eV")

# Order parameters from the full undisplaced spin basis
for lam in (0.30, 0.90):
    sizes, rows = [40, 80, 160], []
    mu = mu_of(lam)
    for N in sizes:
        E, V, ops = diagonalize(N, lam, 40 + N // 2, N + 1, parity=0)
        ground = V[:, 0]
        rows.append([ground @ (ops[1] @ ground) / N,
                     ground @ (ops[2] @ ground) / N])
        if N == 80:
            local = diagonalize(N, lam, 36, 36, well=True)[0][0]
            assert abs(local - E[0]) < 1e-6
    found = extrapolate(sizes, rows)
    predicted = [(lam / w) ** 2 * (1 - mu**2), -mu / 2]
    assert np.allclose(found, predicted, atol=2e-3)
    print(f"lam = {lam:.2f} eV: photons per molecule: formula"
          f" {predicted[0]:.4f}, diagonalization {abs(found[0]):.4f}")
    print(f"  Jz/N: formula {predicted[1]:.4f},"
          f" diagonalization {found[1]:.4f}")


def parity_gap(N, lam, n_ph=50):
    n_sp = min(N + 1, 90)
    odd = diagonalize(N, lam, n_ph, n_sp, parity=1)[0][0]
    even = diagonalize(N, lam, n_ph, n_sp, parity=0)[0][0]
    return odd - even


# Parity doublet in the superradiant phase
splittings = [parity_gap(N, 0.90) for N in (8, 16, 24)]
assert 0 < splittings[1] < 0.2 * splittings[0]
assert 0 < splittings[2] < 0.2 * splittings[1]
for N, splitting in zip((8, 16, 24), splittings):
    print(f"doublet splitting, lam = 0.90 eV, N = {N}: {splitting:.2e} eV")

# Critical coupling from finite-size scaling, without the gap formula.
# The tolerance allows for the remaining finite-size shift of the crossing.
crossing = brentq(lambda c: 160 ** (1 / 3) * parity_gap(160, c)
                  - 80 ** (1 / 3) * parity_gap(80, c), 0.55, 0.65, xtol=1e-5)
assert abs(crossing - lam_c) < 0.01
print(f"crossing of scaled gaps, N = 80 and 160: {crossing:.4f} eV")

# Square-root closing of the lower gap, with different amplitudes
delta = 1e-5
below = excitations(lam_c * (1 - delta))[0]
above = excitations(lam_c * (1 + delta))[0]
scale = w * w0 / np.sqrt(w**2 + w0**2)
assert abs(below / (scale * np.sqrt(2 * delta)) - 1) < 1e-3
assert abs(above / (scale * np.sqrt(4 * delta)) - 1) < 1e-3
print(f"gap prefactor w w0/sqrt(w^2+w0^2) = {scale:.4f} eV")
print(f"gap ratio above/below at delta = {delta:.0e}: {above / below:.4f}")
print(f"upper energy at the critical coupling = {excitations(lam_c)[1]:.4f} eV")

# With D = lam^2/w0 the normal phase stays stable above lam_c
lam = 0.90
D = lam**2 / w0
off = 2 * lam * np.sqrt(w * w0)
squares = np.linalg.eigvalsh([[w * (w + 4 * D), off], [off, w0**2]])
lower_D = np.sqrt(squares[0])
numeric_D = large_n_limit(lam, D)[1]
assert abs(lower_D - numeric_D) < 1e-3
full_D = diagonalize(40, lam, 60, 41, k=2, D=D)[0]
assert full_D[1] - full_D[0] > 0.3
print(f"with D = {D:.4f} eV at lam = {lam:.2f} eV: lower energy:"
      f" formula {lower_D:.4f}, diagonalization {numeric_D:.4f} eV")
print(f"  full-basis gap at N = 40: {full_D[1] - full_D[0]:.4f} eV")
print("all assertions hold")
```

It prints:

```
mode energy w = 1.600 eV, molecular energy w0 = 0.900 eV
critical coupling from formula = 0.6000 eV
lam, lower, upper [formula]; lower, upper [diagonalization], eV:
  0.30  0.7429 1.6787  0.7429 1.6787
    order-one ground energy: formula -0.0392, diagonalization -0.0392 eV
  0.45  0.5432 1.7536  0.5432 1.7536
    order-one ground energy: formula -0.1016, diagonalization -0.1016 eV
  0.90  1.3028 2.2279  1.3028 2.2279
    order-one ground energy: formula -0.0472, diagonalization -0.0472 eV
  1.20  1.5376 3.6271  1.5376 3.6271
    order-one ground energy: formula -0.0176, diagonalization -0.0176 eV
at lam = 0.90 eV: mu = 0.4444, alpha = 0.5039, beta = 0.5270
  w_tilde = 1.4625, kappa = 0.3353, g = 0.4707 eV
  mean-field energy per molecule = -0.6062 eV
  normal-state energy per molecule = -0.4500 eV
lam = 0.30 eV: photons per molecule: formula 0.0000, diagonalization 0.0000
  Jz/N: formula -0.5000, diagonalization -0.5000
lam = 0.90 eV: photons per molecule: formula 0.2539, diagonalization 0.2539
  Jz/N: formula -0.2222, diagonalization -0.2222
doublet splitting, lam = 0.90 eV, N = 8: 8.12e-03 eV
doublet splitting, lam = 0.90 eV, N = 16: 4.26e-05 eV
doublet splitting, lam = 0.90 eV, N = 24: 1.90e-07 eV
crossing of scaled gaps, N = 80 and 160: 0.6010 eV
gap prefactor w w0/sqrt(w^2+w0^2) = 0.7844 eV
gap ratio above/below at delta = 1e-05: 1.4142
upper energy at the critical coupling = 1.8358 eV
with D = 0.9000 eV at lam = 0.90 eV: lower energy: formula 0.4828, diagonalization 0.4828 eV
  full-basis gap at N = 40: 0.5040 eV
all assertions hold
```
